# Examination question: alloy scattering in a quantum well

Hartree atomic units are used, so \(\hbar=e=1\) and masses are in electron masses.

An electron of effective mass \(m\) in a well of area \(A\) has the states
\[
\psi_{n\mathbf k}(\mathbf r)=\chi_n(z)\,\frac{e^{i\mathbf k\cdot\boldsymbol\rho}}{\sqrt A},\qquad E=E_n+\varepsilon,\qquad \varepsilon=\frac{k^2}{2m},
\]
with real envelopes, \(\int\chi_n^2\,dz=1\), and periodic boundary conditions in the plane. Part of the structure is a random binary alloy with sites \(\mathbf R_j=(\boldsymbol\rho_j,z_j)\) and volume \(\Omega_0\) per site (\(a^3/4\) for an fcc sublattice of cube edge \(a\)). Site \(j\) holds the second species (\(c_j=1\)) with probability \(x\) and the first (\(c_j=0\)) otherwise, independently of all other sites. The average potential is included in \(m\), \(E_n\) and \(\chi_n\) (virtual crystal), and the remainder is
\[
V(\mathbf r)=\Omega_0\,\Delta U\sum_j (c_j-x)\,\delta(\mathbf r-\mathbf R_j).
\]
The delta function represents a site potential whose range is small against all electron wavelengths; \(\Omega_0\Delta U\) is its volume integral. The potential conserves spin and is not screened. Define \(W=x(1-x)\,\Delta U^2\,\Omega_0\).

**(a)** Find the configuration average of \(|M|^2\), where \(M=\langle n'\mathbf k'|V|n\mathbf k\rangle\).

**(b)** Evaluate the envelope integral found in (a) for an infinite well, \(0<z<L\), filled with alloy. How good is the replacement of the sum over atomic layers by an integral?

**(c)** Find the Born scattering rate out of \(|n\mathbf k\rangle\). Discuss the statement that the rate does not depend on energy.

**(d)** Relate the transport time to the lifetime and find the mobility. Evaluate for \(m=0.05\), \(x=0.3\), \(\Delta U=0.02\) Ha, \(\Omega_0=300\) bohr\(^3\), \(L=200\) bohr.

**(e)** How does the rate in the lowest subband change for (i) a dispersion \(\varepsilon(1+\alpha\varepsilon)=k^2/2m\) with unchanged matrix element, and (ii) \(\langle|M|^2\rangle\) multiplied by \(e^{-q^2\Lambda^2/4}\), where \(\mathbf q=\mathbf k-\mathbf k'\)? When does the Born result itself fail?

**(f)** Treat the limit of a wide infinite well, and the lowest subband of a well of finite depth \(V_0\) with equal masses and alloy in the well only or in the barriers only.

## Model answers

### (a) The averaged matrix element

The delta functions evaluate \(\psi^*_{n'\mathbf k'}\psi_{n\mathbf k}\) at the sites:
\[
M=\frac{\Omega_0\Delta U}{A}\sum_j (c_j-x)\,\chi_{n'}(z_j)\chi_n(z_j)\,e^{i\mathbf q\cdot\boldsymbol\rho_j},\qquad \mathbf q=\mathbf k-\mathbf k'.
\]
Since \(\langle c_j\rangle=x\), the average of \(M\) is zero. For \(i\ne j\), independence gives \(\langle(c_i-x)(c_j-x)\rangle=\langle c_i-x\rangle\langle c_j-x\rangle=0\). For \(i=j\), \(c_j^2=c_j\) gives \(\langle c_j^2\rangle-2x\langle c_j\rangle+x^2=x-x^2\). Hence
\[
\langle(c_i-x)(c_j-x)\rangle=x(1-x)\,\delta_{ij}.
\]
In \(|M|^2\) the pair \(i,j\) carries the phase \(e^{i\mathbf q\cdot(\boldsymbol\rho_j-\boldsymbol\rho_i)}\). Only \(i=j\) survives the average, and there the phase is 1:
\[
\langle|M|^2\rangle=\frac{\Omega_0^2\Delta U^2x(1-x)}{A^2}\sum_j\chi_n^2(z_j)\,\chi_{n'}^2(z_j).
\]
A slice of thickness \(dz\) holds \(A\,dz/\Omega_0\) sites, so for envelopes that vary slowly from layer to layer \(\sum_j\to (A/\Omega_0)\int dz\), and
\[
\langle|M|^2\rangle=\frac{W}{A}\,F_{nn'},\qquad F_{nn'}=\int_{\rm alloy}\chi_n^2\,\chi_{n'}^2\,dz .
\]
Within one subband \(F_{nn}=\int\chi_n^4\,dz\), taken over the alloyed region only. The fourth power arises because each site scatters with an amplitude proportional to \(\chi_n^2(z_j)\), and independent sites add their intensities. The result does not depend on \(\mathbf q\), and it vanishes for the pure crystals \(x=0\) and \(x=1\). \(F_{nn}\) is an inverse length that measures how tightly the state is confined: a thinner state averages over fewer sites per unit area, and the fluctuation it feels is larger.

The numerical check averages \(|M|^2\) over 6000 random fcc slabs of 2592 sites. For \(q\) from 0.049 to 0.424 bohr\(^{-1}\) and the pairs \((n,n')=(1,1),(1,2),(2,2)\), the ratio to \(WF_{nn'}/A\) lies between 0.979 and 1.007, with a standard error near 0.013.

### (b) The infinite well

Here \(\chi_n=\sqrt{2/L}\,\sin(n\pi z/L)\) and \(E_n=n^2\pi^2/(2mL^2)\). Put \(u=\pi z/L\). From \(\sin^2 y=(1-\cos 2y)/2\) and \(\cos y\cos y'=\tfrac12\cos(y-y')+\tfrac12\cos(y+y')\),
\[
\sin^2 nu\,\sin^2 n'u=\tfrac14\Big[1-\cos 2nu-\cos 2n'u+\tfrac12\cos 2(n-n')u+\tfrac12\cos 2(n+n')u\Big].
\]
For integer \(l\neq0\), \(\int_0^L\cos(2l\pi z/L)\,dz=0\), because the interval holds whole periods; for \(l=0\) the integral is \(L\). The constant always contributes, and the term with \(l=n-n'\) contributes only when \(n=n'\):
\[
F_{nn'}=\frac{4}{L^2}\cdot\frac{L}{4}\Big(1+\tfrac12\delta_{nn'}\Big)=\frac1L\Big(1+\tfrac12\delta_{nn'}\Big),\qquad F_{nn}=\frac{3}{2L}.
\]
A density spread uniformly over \(L\) would give \(1/L\). The factor \(3/2\) comes from the modulation of \(\sin^2\) about its mean, whose relative size is the same for every \(n\).

For the discrete sum, take layers at \(z_l=lL/P\), \(l=1,\dots,P-1\), each with \(A(L/P)/\Omega_0\) sites, so that the integral is replaced by \((L/P)\sum_l\). The term \(l=0\) may be added because the sines vanish there. The geometric series gives \(\sum_{l=0}^{P-1}e^{2\pi i s l/P}=(1-e^{2\pi i s})/(1-e^{2\pi i s/P})=0\) for an integer \(s\) that is not a multiple of \(P\), and \(P\) otherwise. The values of \(s\) that occur are \(n\), \(n'\), \(n-n'\) and \(n+n'\). If \(n+n'<P\), none of them is a nonzero multiple of \(P\), and the layer sum equals the integral exactly.

### (c) The rate

The golden rule, averaged over configurations, is
\[
\frac1{\tau_n}=2\pi\sum_{n'\mathbf k'}\frac{W F_{nn'}}{A}\,\delta(E-E_{n'}-\varepsilon').
\]
Spin is conserved, so final states of one spin are counted. With \(d^2k'=\pi\,d(k'^2)=2\pi m\,d\varepsilon'\) after the angular integral,
\[
\sum_{\mathbf k'}\to\frac{A}{(2\pi)^2}\int d^2k'=\frac{Am}{2\pi}\int_0^\infty d\varepsilon' .
\]
The energy integral of the delta function is 1 if \(E>E_{n'}\) and 0 otherwise. The area and the factors \(2\pi\) cancel:
\[
\frac1{\tau_n}=mW\sum_{n'}F_{nn'}\,\theta(E-E_{n'}).
\]
For the lowest subband of the infinite well, with \(0<\varepsilon<E_2-E_1=3\pi^2/(2mL^2)\),
\[
\frac1{\tau_1}=\frac{3\,m\,x(1-x)\,\Delta U^2\,\Omega_0}{2L}.
\]
The energy drops out for two separate reasons: the squared matrix element has no \(\mathbf q\) dependence, and the density of states of a parabolic two-dimensional band is constant. The statement holds only between thresholds. When \(E\) passes \(E_2\) a second channel opens, and the rate of a subband-1 electron becomes \(mW(3/2+1)/L\), larger by a factor of \(5/3\). Each later threshold adds \(mW/L\).

### (d) Transport time, mobility and numbers

Write the distribution as \(f_0+g\), with \(g\) linear in a weak in-plane field \(\boldsymbol{\mathcal E}\). The scattering is elastic, with a probability \(w_{nn'}\) that is symmetric in initial and final state, so the Pauli factors cancel: \(f'(1-f)-f(1-f')=f'-f\). The collision term is \(\sum_{n'\mathbf k'}w_{nn'}\,(g_{n'\mathbf k'}-g_{n\mathbf k})\). The deviation \(g_{n'\mathbf k'}\) is linear in \(\boldsymbol{\mathcal E}\), and the only in-plane vector it can be contracted with is \(\mathbf k'\), so \(g\) is odd in \(\mathbf k'\). Since \(w_{nn'}\) does not depend on the direction of \(\mathbf k'\), the in-scattering sum vanishes and the collision term is \(-g/\tau_n\). Within one subband this is the statement that the weight \(1-\cos\theta\) averages to 1. Therefore \(\tau_{\rm tr}=\tau\).

The force on the electron is \(-\boldsymbol{\mathcal E}\), so the steady state obeys \(-\boldsymbol{\mathcal E}\cdot\nabla_{\mathbf k}f_0=-g/\tau_1\) and \(g=\tau_1\,\boldsymbol{\mathcal E}\cdot\nabla_{\mathbf k}f_0\). If the occupation above \(E_2\) is negligible, \(\tau_1\) is a constant. With charge \(-1\), two spins and an integration by parts,
\[
j_x=-2\int\!\frac{d^2k}{(2\pi)^2}\,\frac{k_x}{m}\,\tau_1\mathcal E_x\frac{\partial f_0}{\partial k_x}=\frac{\tau_1\mathcal E_x}{m}\,2\int\!\frac{d^2k}{(2\pi)^2}f_0=n_s\frac{\tau_1}{m}\,\mathcal E_x ,
\]
where \(n_s\) is the sheet density. The mobility is
\[
\mu=\frac{\tau_1}{m}=\frac{2L}{3m^2W}.
\]
In this unscreened one-subband model it is independent of density and temperature, proportional to \(L\), and inversely proportional to \(m^2\), with one power of \(m\) from the density of states and one from the inertia.

For the given round parameters:
\[
W=0.210\times0.02^2\times300=0.0252\ \text{Ha}^2\,\text{bohr}^3,\qquad F_{11}=\frac{3}{2\times200}=0.0075\ \text{bohr}^{-1},
\]
\[
\frac1{\tau_1}=0.05\times0.0252\times0.0075=9.45\times10^{-6}\ \text{Ha}\quad(0.257\ \text{meV}),
\]
\[
\tau_1=1.058\times10^{5}\ \text{a.u.}=2.56\ \text{ps},\qquad \mu=\frac{1.058\times10^5}{0.05}=2.12\times10^6\ \text{a.u.}=9.0\times10^4\ \text{cm}^2/(\text{V s}).
\]
The plateau extends to \(E_2-E_1=0.0074\) Ha. From there to \(E_3-E_1=0.0197\) Ha the rate is \(0.05\times0.0252\times(0.0075+0.0050)=1.575\times10^{-5}\) Ha. At \(\varepsilon=0.004\) Ha, \(k=0.02\) bohr\(^{-1}\), \(\varepsilon\tau_1=423\), and the mean free path \(k\tau_1/m\) is \(4.2\times10^4\) bohr. An explicit sum over a \(\mathbf k'\) grid with a broadened delta function reproduces both plateaus, with and without the weight \(1-\cos\theta\), at four energies below the threshold and one above it.

### (e) What makes the rate depend on energy

(i) Now \(d(k'^2)=2m(1+2\alpha\varepsilon')\,d\varepsilon'\), so the density of states and the rate gain the factor \(1+2\alpha\varepsilon\). For \(\alpha=20\) Ha\(^{-1}\) it is 1.08 at \(\varepsilon=0.002\) Ha and 1.16 at \(0.004\) Ha. This counts the density of states only, as the question prescribes; changes of the Bloch functions with energy are outside the model.

(ii) On the energy shell \(k'=k\) and \(q^2=2k^2(1-\cos\theta)\), so the factor is \(e^{-s(1-\cos\theta)}\) with \(s=k^2\Lambda^2/2\). The modified Bessel functions are \(I_\nu(s)=\frac1{2\pi}\int_0^{2\pi}e^{s\cos\theta}\cos\nu\theta\,d\theta\) for integer \(\nu\). The angular averages without and with the weight \(1-\cos\theta\) are then
\[
\frac{\tau_1}{\tau}=e^{-s}I_0(s),\qquad \frac{\tau_1}{\tau_{\rm tr}}=e^{-s}\big[I_0(s)-I_1(s)\big].
\]
Both tend to 1 as \(s\to0\), since \(I_0(0)=1\) and \(I_1(0)=0\). For \(\Lambda=100\) bohr they are 0.466 and 0.258 at \(s=1\) (\(\varepsilon=0.002\) Ha), and 0.309 and 0.093 at \(s=2\) (\(\varepsilon=0.004\) Ha). Such a factor arises for independent sites when each site potential has the in-plane profile \(e^{-2\rho^2/\Lambda^2}\) with unchanged integral: its Fourier transform is proportional to \(e^{-q^2\Lambda^2/8}\), and \(|M|^2\) contains the square. In-plane correlation of the occupations cannot give this factor over the whole Brillouin zone. The on-site variance stays \(x(1-x)\), and it equals the zone average of the in-plane structure factor, so a loss at some \(q\) must be matched by a gain elsewhere in the zone. Scattering samples only \(q\le2k\), a small part of the zone. If the gain lies at small \(q\) (clustering), a factor of this kind describes the fall-off relative to an enhanced value at \(q=0\). If it lies at \(q\gg2k\) (short-range order superposed on a weak long-wave fluctuation of the composition), the factor can hold approximately as written for \(q\le2k\). Scattering becomes forward-directed, the rate falls with energy, and \(\tau_{\rm tr}>\tau\). Screening by the electron gas divides \(M\) by a \(q\)-dependent dielectric function, so it also removes the isotropy and the plateau. The effect is not small: static random-phase screening of the degenerate gas in the well of (d), with an assumed background dielectric constant of 13, raises the mobility by factors of about 2.0, 1.4 and 1.15 at \(n_s=3\times10^{11}\), \(10^{12}\) and \(3\times10^{12}\) cm\(^{-2}\), so the independence of density holds only for the unscreened model.

The golden rule treats the states as sharp in energy, which requires the broadening \(1/\tau\) to be small against the distance to the nearest subband edge. It therefore fails for \(\varepsilon\tau\lesssim1\) and within about \(1/\tau\) of each threshold, where the step cannot remain sharp. It also keeps only second order in \(\Delta U\). Threefold scattering from one site carries
\[
\langle(c-x)^3\rangle=x(1-x)^3+(1-x)(-x)^3=x(1-x)\big[(1-x)^2-x^2\big]=x(1-x)(1-2x),
\]
which vanishes at \(x=1/2\) but not at \(x=0.3\). The third-order term therefore depends on \(x\) and on the sign of \(\Delta U\) differently from \(W\). For the parameters of (d), a single-site coherent-potential estimate, with the parabolic band cut off at the zone of a lattice of volume \(\Omega_0\) per site, lowers the rate by about 1.4% for \(\Delta U=+0.02\) Ha and raises it by about 1.4% for \(\Delta U=-0.02\) Ha. The size depends on the cutoff; the third digit of the numbers in (d) belongs to the Born formula only.

The numerical check replaces the delta functions by site potentials on a simple cubic grid of spacing 1 bohr with three layers, so that three subbands and a bounded range of \(\mathbf k\) are kept. In this grid model it follows the time evolution, to all orders in \(\Delta U\), of plane waves in random slabs with \(m=1\), \(x=0.5\), \(\Delta U=0.5\) Ha, \(\Omega_0=1\) bohr\(^3\), \(L=4\) bohr and \(E_2-E_1=0.925\) Ha, and fits the decay of the survival probability. At \(\varepsilon=0.204\), \(0.458\) and \(0.696\) Ha the rates are 0.0229, 0.0230 and 0.0233 Ha against the Born value 0.0234 Ha. At \(1.388\) Ha the rate is 0.0386 Ha against 0.0391 Ha. The test demands agreement within 10% of the Born value, which separates \(3/(2L)\) from \(1/L\) and resolves the step. All four rates lie below the Born value, with mean ratio 0.985 under the threshold. The calculation does not separate higher orders in \(\Delta U\) from sample noise, so the cause of this small deficit is left open.

### (f) Wide well and finite well

**Wide well.** Let \(E=K^2/2m\) be measured from the well bottom. Subband \(n'\) is open if \(n'\pi/L<K\), so the number \(N\) of open subbands is the integer part of \(KL/\pi\). One term has \(n'=n\) and \(N-1\) terms do not:
\[
\frac1{\tau_n}=mW\,\frac{(N-1)+3/2}{L}=mW\,\frac{N+1/2}{L}.
\]
In a bulk alloy of volume \(\mathcal V\), plane waves have density \(1/\mathcal V\) and there are \(\mathcal V/\Omega_0\) sites, so the steps of (a) give \(\langle|M|^2\rangle=W/\mathcal V\). The density of states per spin and volume follows from \(4\pi K^2dK/(2\pi)^3\) with \(dE=K\,dK/m\) and equals \(mK/2\pi^2\). Then \(1/\tau=2\pi W\,mK/2\pi^2=mWK/\pi\), which grows as \(\sqrt E\). Because \(N\le KL/\pi<N+1\), the numbers \(N+1/2\) and \(KL/\pi\) differ by at most \(1/2\), and the staircase differs from the bulk rate by at most \(1/(2N)\) of the bulk rate. For \(L=20000\) bohr and \(E=0.004\) Ha, \(N=127\); the staircase gives \(8.03\times10^{-6}\) Ha and the bulk formula \(8.02\times10^{-6}\) Ha.

**Finite well.** Centre the well at \(z=0\) and put \(u=pL/2\). The ground state is \(\chi_1=B\cos pz\) for \(|z|<L/2\) and \(B\cos u\;e^{-\kappa(|z|-L/2)}\) outside, with \(p^2+\kappa^2=2mV_0\). Continuity of \(\chi'/\chi\) at \(z=L/2\) gives \(p\tan u=\kappa\). Normalisation, with \(\cos^2pz=(1+\cos2pz)/2\) inside and \(1/(2\kappa)\) from each tail, reads
\[
B^{-2}=\frac L2+\frac{\sin pL}{2p}+\frac{\cos^2u}{\kappa}.
\]
Since \(1/p=\tan u/\kappa\), the middle term is \(\sin u\cos u/p=\sin^2u/\kappa\), and \(B^{-2}=L/2+1/\kappa\).

Squaring \((1+\cos2y)/2\) and using \(\cos^22y=(1+\cos4y)/2\) gives \(\cos^4y=\tfrac38+\tfrac12\cos2y+\tfrac18\cos4y\). Over \(|z|<L/2\), \(\int\cos2pz\,dz=\sin(pL)/p\) and \(\int\cos4pz\,dz=\sin(2pL)/2p\). Each tail contributes \(\int_0^\infty e^{-4\kappa t}dt=1/4\kappa\). Hence
\[
F_{\rm well}=B^4\Big[\frac{3L}8+\frac{\sin pL}{2p}+\frac{\sin 2pL}{16p}\Big],\qquad F_{\rm barrier}=\frac{B^4\cos^4u}{2\kappa}.
\]
As \(V_0\to\infty\), \(\kappa\to\infty\), so \(\tan u\to\infty\), \(pL\to\pi\) and \(B^4\to4/L^2\). Then \(F_{\rm well}\to(4/L^2)(3L/8)=3/(2L)\) and \(F_{\rm barrier}\to0\): alloy confined to infinite barriers does not scatter.

Take \(V_0=0.01\) Ha, \(m=0.05\), \(L=200\) bohr, and the same \(W\) in both placements, with \(V_0\) treated as independent of \(\Delta U\). The matching condition gives \(p=0.011863\) and \(\kappa=0.029313\) bohr\(^{-1}\). Insertion yields \(F_{\rm well}=5.51\times10^{-3}\) bohr\(^{-1}\), or \(LF_{\rm well}=1.10\) in place of \(1.5\), and \(F_{\rm barrier}=1.88\times10^{-5}\) bohr\(^{-1}\); a finite-difference solution confirms both. As long as only the lowest subband is open, the rates are \(0.05\times0.0252\times5.51\times10^{-3}=6.94\times10^{-6}\) Ha and \(0.05\times0.0252\times1.88\times10^{-5}=2.37\times10^{-8}\) Ha. The envelope spreads into the barriers, which lowers its peak density \(B^2\) from \(2/L\) to \(1/(L/2+1/\kappa)\), so for this well the value \(3/(2L)\) overestimates the rate. Barrier alloy is weighted by \(\cos^4u\), the fourth power of the envelope at the interface relative to its peak, and acts mainly over a depth \(1/4\kappa=8.5\) bohr on each side. This is less than two layer spacings \(d=a/2=5.3\) bohr of an fcc sublattice with (001) layers, so the barrier result is sensitive to where the interface lies relative to the layers. If the first barrier layer lies at a distance \(fd\) from the interface, with \(0<f\le1\), the geometric sum over layers is \(ye^{-fy}/(1-e^{-y})\) times the integral, with \(y=4\kappa d=0.62\). This factor lies between 0.72 and 1.34, and it is 0.98 for an interface midway between two layers (\(f=1/2\)).

## Table of computed values

```
inputs: m = 0.05 m_e, x = 0.3, dU = 0.02 Ha, Omega = 300.0 bohr^3, L = 200.0 bohr
symbolic L*F_11 = 1.5000
symbolic L*F_22 = 1.5000
symbolic L*F_12 = 1.0000
symbolic L*F_13 = 1.0000
symbolic L*F_23 = 1.0000
fcc slab: a = 10.627 bohr, width = 53.13 bohr, sites = 2592, samples = 6000
MC <|M|^2>/formula n=1 m=1 q=0.049 1/bohr: 1.005 +- 0.013
MC <|M|^2>/formula n=1 m=1 q=0.178 1/bohr: 0.979 +- 0.012
MC <|M|^2>/formula n=1 m=1 q=0.424 1/bohr: 1.007 +- 0.013
MC <|M|^2>/formula n=1 m=2 q=0.110 1/bohr: 0.995 +- 0.013
MC <|M|^2>/formula n=2 m=2 q=0.197 1/bohr: 0.980 +- 0.013
x(1-x) = 0.210; W = 0.02520 Ha^2 bohr^3
F_11 = 0.00750 1/bohr; F_12 = 0.00500 1/bohr
DOS per spin m/(2 pi) = 0.007958 1/(Ha bohr^2)
E_1 = 0.002467 Ha; E_2-E_1 = 0.007402 Ha; E_3-E_1 = 0.019739 Ha
rate below threshold = 9.4500e-06 Ha = 0.2571 meV
tau = 1.0582e+05 a.u. = 2.560 ps
mobility = 2.1164e+06 a.u. = 9.0040e+04 cm^2/(V s)
rate above first threshold = 1.5750e-05 Ha; step ratio = 1.6667
eps = 0.004 Ha: k = 0.0200 1/bohr, eps*tau = 423.3, mean free path = 4.2328e+04 bohr
k-sum eps = 0.001 Ha: rate = 9.45000e-06 Ha, transport = 9.45000e-06 Ha
k-sum eps = 0.002 Ha: rate = 9.45000e-06 Ha, transport = 9.45000e-06 Ha
k-sum eps = 0.004 Ha: rate = 9.45000e-06 Ha, transport = 9.45000e-06 Ha
k-sum eps = 0.006 Ha: rate = 9.45000e-06 Ha, transport = 9.45000e-06 Ha
k-sum eps = 0.010 Ha: rate = 1.57500e-05 Ha, transport = 1.57500e-05 Ha
alpha = 20.0 1/Ha, Lambda = 100.0 bohr
eps = 0.002 Ha: nonparabolic factor 1.0800; s = 1.00, correlated factors 0.4658 (life), 0.2578 (transport)
eps = 0.004 Ha: nonparabolic factor 1.1600; s = 2.00, correlated factors 0.3085 (life), 0.0932 (transport)
wide well L = 20000 bohr, E = 0.004 Ha: open subbands = 127, rate = 8.0325e-06 Ha, bulk = 8.0214e-06 Ha
finite well V0 = 0.01 Ha: p = 0.011863, kappa = 0.029313 1/bohr, E_1 = 0.001407 Ha
F_well = 5.5068e-03 1/bohr, L*F_well = 1.1014, rate = 6.9385e-06 Ha
F_barrier = 1.8779e-05 1/bohr, L*F_barrier = 0.00376, rate = 2.3662e-08 Ha
dynamics: m = 1, x = 0.5, dU = 0.5 Ha, Omega = 1 bohr^3, L = 4 bohr, E_2-E_1 = 0.925 Ha
dynamics eps = 0.204 Ha: decay rate = 0.02294 Ha, Born formula = 0.02344 Ha
dynamics eps = 0.458 Ha: decay rate = 0.02302 Ha, Born formula = 0.02344 Ha
dynamics eps = 0.696 Ha: decay rate = 0.02327 Ha, Born formula = 0.02344 Ha
dynamics eps = 1.388 Ha: decay rate = 0.03855 Ha, Born formula = 0.03906 Ha
dynamics mean ratio below threshold = 0.985
```
